**Mixed C6 coefficients: combination rule and geometric-mean bound**

The program tests the bound C_AB ≤ √(C_A C_B) and the rule C_AB ≈ 2 C_A C_B/[(α_B/α_A) C_A + (α_A/α_B) C_B]. C_A and C_B are like-pair dispersion coefficients, C_AB is the mixed coefficient, and α_A and α_B are static polarizabilities. It asserts that the sum over excitations agrees with the integral over imaginary frequency and, for the mixed pair, with diagonalization of a 49-state pair Hamiltonian. It also asserts the bound for 1000 random pairs, equality for proportional polarizabilities, and the validity of the rule for single-frequency atoms. For the model pair, the full coefficient is 158.8 hartree bohr⁶, the rule gives 151.3 and the geometric mean 171.3. Among the random pairs the rule is too high in 464 cases and too low in 504. With a one-frequency partner for atom A, the program asserts the soft and stiff limits of the rule's error and a single change of sign over the scanned range, which the output places at 0.360 hartree.

## Numerical verification

```python
# Result under test (atomic units), dispersion energy -C_AB/R^6:
#   bound: C_AB <= sqrt(C_A C_B) for all ground-state polarizabilities;
#   rule:  C_AB = 2 C_A C_B / ((alpha_B/alpha_A) C_A + (alpha_A/alpha_B) C_B),
#          exact when each polarizability has one pole, approximate otherwise.
# C_A, C_B: like-pair coefficients; alpha_A, alpha_B: static polarizabilities.
# An atom is a pair (a, w): alpha(iu) = sum_k a_k / (1 + u^2/w_k^2).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

# Quadrature on (0, infinity): u = exp(x), trapezoidal rule in x.
STEP = 0.05
U = np.exp(np.arange(-40.0, 40.0 + STEP / 2, STEP))


def make_atom(a, w):
    return np.array(a, dtype=float), np.array(w, dtype=float)


def alpha_imag(atom):
    a, w = atom
    return np.sum(a[:, None] / (1 + (U[None, :] / w[:, None])**2), axis=0)


def integrate(values):
    return STEP * np.sum(values * U)


def c6_integral(first, second):
    return 3 / np.pi * integrate(alpha_imag(first) * alpha_imag(second))


def c6_pole_sum(first, second):
    a, w = first
    b, v = second
    pair = np.outer(w, v) / (w[:, None] + v[None, :])
    return 1.5 * a @ pair @ b


def combination_rule(c_a, c_b, al_a, al_b):
    return 2 * c_a * c_b / (al_b / al_a * c_a + al_a / al_b * c_b)


def rule_for(first, second):
    return combination_rule(c6_integral(first, first),
                            c6_integral(second, second),
                            first[0].sum(), second[0].sum())


def level_model(atom):
    """One s state and one p triplet per pole: energies, dipole matrices."""
    a, w = atom
    size = 1 + 3 * len(a)
    energy = np.zeros(size)
    dipole = np.zeros((3, size, size))
    for k in range(len(a)):
        mu = np.sqrt(a[k] * w[k] / 2)
        for axis in range(3):
            state = 1 + 3 * k + axis
            energy[state] = w[k]
            dipole[axis, 0, state] = dipole[axis, state, 0] = mu
    return np.diag(energy), dipole


def pair_shift(first, second, distance):
    """Ground-state shift from diagonalizing the full pair Hamiltonian."""
    h_a, d_a = level_model(first)
    h_b, d_b = level_model(second)
    ham = np.kron(h_a, np.eye(len(h_b))) + np.kron(np.eye(len(h_a)), h_b)
    for axis, factor in enumerate((1.0, 1.0, -2.0)):
        ham += factor / distance**3 * np.kron(d_a[axis], d_b[axis])
    return np.linalg.eigvalsh(ham)[0]


A = make_atom([40, 10], [0.2, 1.0])
B = make_atom([8, 2], [0.6, 2.0])
alpha_A, alpha_B = A[0].sum(), B[0].sum()

# Pole sum, frequency integral and direct diagonalization must agree.
C_A, C_B, C_AB = c6_pole_sum(A, A), c6_pole_sum(B, B), c6_pole_sum(A, B)
for x, y, value in ((A, A, C_A), (B, B, C_B), (A, B, C_AB)):
    assert np.isclose(c6_integral(x, y), value, rtol=1e-10)
R = 30.0
shift = pair_shift(A, B, R)
C_diag = -shift * R**6
# Tolerance covers the next power of 1/R and rounding in a tiny shift.
assert np.isclose(C_diag, C_AB, rtol=1e-5)

# Gap integral of the Cauchy-Schwarz proof, by quadrature.
t_best = C_AB / C_B
gap = 3 / np.pi * integrate((alpha_imag(A) - t_best * alpha_imag(B))**2)
geometric = np.sqrt(C_A * C_B)
assert gap > 0
assert np.isclose(geometric * np.sqrt(1 - gap / C_A), C_AB, rtol=1e-9)

# Bound on random many-pole spectra; rule never above geometric mean.
rng = np.random.default_rng(7)
n_random = 1000
largest_ratio = 0.0
n_high = n_low = 0
for _ in range(n_random):
    atoms = []
    for _side in range(2):
        n = rng.integers(1, 6)
        atoms.append((rng.uniform(0.1, 50, n), 10**rng.uniform(-1.5, 1.5, n)))
    x, y = atoms
    c_x, c_y, c_xy = c6_pole_sum(x, x), c6_pole_sum(y, y), c6_pole_sum(x, y)
    mean = np.sqrt(c_x * c_y)
    estimate = combination_rule(c_x, c_y, x[0].sum(), y[0].sum())
    assert c_xy <= mean * (1 + 1e-12)
    assert estimate <= mean * (1 + 1e-12)
    largest_ratio = max(largest_ratio, c_xy / mean)
    n_high += estimate > c_xy * (1 + 1e-10)
    n_low += estimate < c_xy * (1 - 1e-10)
assert n_high > 0 and n_low > 0

# Equality for proportional polarizabilities.
A_scaled = (0.3 * A[0], A[1])
assert np.isclose(c6_integral(A, A_scaled),
                  np.sqrt(C_A * c6_integral(A_scaled, A_scaled)), rtol=1e-10)

# The rule is exact for single-pole atoms of very different frequency.
for eta_1, eta_2 in ((0.1, 0.1), (0.2, 1.5), (0.05, 8.0)):
    x, y = make_atom([70], [eta_1]), make_atom([3], [eta_2])
    assert np.isclose(rule_for(x, y), c6_integral(x, y), rtol=1e-10)

# Effective frequencies and the ratio of the rule to the geometric mean.
eta_A = 4 * C_A / (3 * alpha_A**2)
eta_B = 4 * C_B / (3 * alpha_B**2)
rule = combination_rule(C_A, C_B, alpha_A, alpha_B)
assert np.isclose(rule / geometric,
                  2 * np.sqrt(eta_A * eta_B) / (eta_A + eta_B), rtol=1e-12)


# Two-pole atom A with a one-pole partner of frequency eta.
def rule_over_full(eta):
    partner = make_atom([10], [eta])
    return rule_for(A, partner) / c6_integral(A, partner)


weights = A[0] / alpha_A
mean_w = weights @ A[1]
mean_inverse_w = weights @ (1 / A[1])
soft_slope = mean_inverse_w - 1 / eta_A
stiff_limit = eta_A / mean_w
tiny, huge = 1e-5, 1e5
soft_numeric = (rule_over_full(tiny) - 1) / tiny
stiff_numeric = rule_over_full(huge)
# Tolerances cover the next order in eta and in 1/eta.
assert soft_slope > 0 and np.isclose(soft_numeric, soft_slope, rtol=1e-3)
assert stiff_limit < 1 and np.isclose(stiff_numeric, stiff_limit, rtol=1e-4)
crossing = brentq(lambda eta: rule_over_full(eta) - 1, 0.02, 5.0)
scan = np.geomspace(0.001, 1000, 121)
signs = np.sign([rule_over_full(eta) - 1 for eta in scan])
assert np.count_nonzero(np.diff(signs)) == 1

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
to_ev_a6 = hartree_ev * bohr_angstrom**6

print("A pole contributions (a.u.):", A[0], "at frequencies (a.u.):", A[1])
print("B pole contributions (a.u.):", B[0], "at frequencies (a.u.):", B[1])
print(f"alpha_A = {alpha_A:.1f} a.u., alpha_B = {alpha_B:.1f} a.u.")
print(f"C_A = {C_A:.3f} a.u.")
print(f"C_B = {C_B:.3f} a.u.")
a_, w_ = A
b_, v_ = B
for k in range(2):
    for m in range(2):
        part = c6_pole_sum((a_[k:k+1], w_[k:k+1]), (b_[m:m+1], v_[m:m+1]))
        print(f"part of C_AB, A pole {k+1}, B pole {m+1} = {part:.3f} a.u.")
print(f"C_AB, all poles = {C_AB:.3f} a.u.")
print(f"distance R = {R:.1f} bohr")
print(f"energy shift from diagonalization = {shift:.6e} hartree")
print(f"-shift*R^6 from diagonalization = {C_diag:.3f} a.u.")
print(f"effective frequency eta_A = {eta_A:.5f} a.u.")
print(f"effective frequency eta_B = {eta_B:.5f} a.u.")
print(f"rule denominator, term with C_A = {alpha_B/alpha_A*C_A:.3f} a.u.")
print(f"rule denominator, term with C_B = {alpha_A/alpha_B*C_B:.3f} a.u.")
print(f"combination rule = {rule:.3f} a.u.")
print(f"geometric mean = {geometric:.3f} a.u.")
print(f"error of rule = {100*(rule/C_AB-1):.2f} percent")
print(f"error of geometric mean = {100*(geometric/C_AB-1):.2f} percent")
print(f"rule / geometric mean = {rule/geometric:.5f}")
print(f"best multiplier t = C_AB/C_B = {t_best:.4f}")
print(f"gap integral D = {gap:.3f} a.u., D/C_A = {gap/C_A:.5f}")
print(f"1 a.u. of C6 = {to_ev_a6:.5f} eV angstrom^6")
print(f"C_AB, all poles = {C_AB*to_ev_a6:.2f} eV angstrom^6")
print(f"combination rule = {rule*to_ev_a6:.2f} eV angstrom^6")
print(f"geometric mean = {geometric*to_ev_a6:.2f} eV angstrom^6")
print("One-pole partner of atom A, rule / full coefficient:")
for eta in (0.05, 0.2, 1.0, 5.0):
    print(f"  partner frequency {eta:.2f} a.u.: {rule_over_full(eta):.5f}")
print(f"rule has no error at partner frequency {crossing:.4f} a.u.")
print(f"mean of w = {mean_w:.4f} a.u., of 1/w = {mean_inverse_w:.4f} a.u.")
print(f"soft slope: formula {soft_slope:.4f}, numeric {soft_numeric:.4f} a.u.")
print(f"stiff limit: formula {stiff_limit:.5f}, numeric {stiff_numeric:.5f}")
print(f"random pairs tested = {n_random}")
print(f"largest C_AB / geometric mean among them = {largest_ratio:.6f}")
print(f"random pairs with rule too high = {n_high}, too low = {n_low}")
print("tests ok")
```

Running it gives:

```
A pole contributions (a.u.): [40. 10.] at frequencies (a.u.): [0.2 1. ]
B pole contributions (a.u.): [8. 2.] at frequencies (a.u.): [0.6 2. ]
alpha_A = 50.0 a.u., alpha_B = 10.0 a.u.
C_A = 515.000 a.u.
C_B = 56.954 a.u.
part of C_AB, A pole 1, B pole 1 = 72.000 a.u.
part of C_AB, A pole 1, B pole 2 = 21.818 a.u.
part of C_AB, A pole 2, B pole 1 = 45.000 a.u.
part of C_AB, A pole 2, B pole 2 = 20.000 a.u.
C_AB, all poles = 158.818 a.u.
distance R = 30.0 bohr
energy shift from diagonalization = -2.178575e-07 hartree
-shift*R^6 from diagonalization = 158.818 a.u.
effective frequency eta_A = 0.27467 a.u.
effective frequency eta_B = 0.75938 a.u.
rule denominator, term with C_A = 103.000 a.u.
rule denominator, term with C_B = 284.769 a.u.
combination rule = 151.282 a.u.
geometric mean = 171.264 a.u.
error of rule = -4.75 percent
error of geometric mean = 7.84 percent
rule / geometric mean = 0.88333
best multiplier t = C_AB/C_B = 2.7885
gap integral D = 72.129 a.u., D/C_A = 0.14006
1 a.u. of C6 = 0.59753 eV angstrom^6
C_AB, all poles = 94.90 eV angstrom^6
combination rule = 90.39 eV angstrom^6
geometric mean = 102.33 eV angstrom^6
One-pole partner of atom A, rule / full coefficient:
  partner frequency 0.05 a.u.: 1.01869
  partner frequency 0.20 a.u.: 1.02115
  partner frequency 1.00 a.u.: 0.92349
  partner frequency 5.00 a.u.: 0.81234
rule has no error at partner frequency 0.3600 a.u.
mean of w = 0.3600 a.u., of 1/w = 4.2000 a.u.
soft slope: formula 0.5592, numeric 0.5592 a.u.
stiff limit: formula 0.76296, numeric 0.76297
random pairs tested = 1000
largest C_AB / geometric mean among them = 0.999723
random pairs with rule too high = 464, too low = 504
tests ok
```
